# Time span of threshold-shift recovery in the approximate reaction-diffusion law

## Problem

A p-channel transistor with a high-k/metal gate stack is held under gate bias at raised temperature for a time $t_s$. Its threshold voltage shifts. The bias is then removed, and the shift decays during a recovery time $t_r$, counted from the end of stress. Let $r$ be the shift still present divided by the shift at the end of stress, and let $x=t_r/t_s$. The approximate reaction-diffusion recovery law is

$$r(x)=\frac{1}{1+\sqrt{x}} .\tag{1}$$

(a) Give the estimate that leads to (1), and state what it assumes.

(b) Show that the decay from $r=0.9$ to $r=0.1$ spans 3.8 decades of recovery time, whatever the stress time.

(c) Find the steepest slope of $r$ against $\log_{10}x$. What span would a straight line of that slope give?

(d) Solve the recovery problem for ideal diffusion-limited capture of atomic hydrogen, and compare its span with that of (1).

(e) Take $t_s=1000$ s, a shift of 30 mV at the end of stress and an equivalent oxide thickness of 1.2 nm. Find the times at which 90 and 10 percent remain, and estimate how effects outside the law change the span.

## Solution

### (a) Where the law comes from

In the reaction-diffusion model, stress breaks hydrogen-passivated bonds at the interface. Each broken bond leaves one charged trap and releases one hydrogen atom, which diffuses away with diffusivity $D$. In recovery, returning hydrogen repassivates the bonds. We assume that the whole shift comes from these traps and is proportional to their density $N$ per area.

During stress the hydrogen spreads over a depth of order $\sqrt{Dt_s}$. During recovery, the region from which hydrogen has returned grows in depth as $\sqrt{Dt_r}$. Assign the same mean concentration to the returned and the remaining hydrogen over these two depths. Then

$$\frac{\text{recovered}}{\text{remaining}}=\frac{1-r}{r}=\frac{\sqrt{Dt_r}}{\sqrt{Dt_s}}=\sqrt{x}.\tag{2}$$

The first equality is conservation of hydrogen. Multiplying by $r$ gives $1-r=r\sqrt{x}$, hence $1=r(1+\sqrt{x})$, which is (1). The second equality is an estimate, not a solution of the diffusion equation; part (d) tests it. It also assumes the same $D$ in stress and recovery.

### (b) The span

Squaring (2) gives the time ratio at which a fraction $r$ remains:

$$x=\left(\frac{1-r}{r}\right)^2 .$$

For $r=0.9$ the bracket is $0.1/0.9=1/9$, so $x_{90}=1/81$. For $r=0.1$ it is $0.9/0.1=9$, so $x_{10}=81$. Since $t_r=xt_s$, the stress time cancels in the ratio of the two recovery times:

$$\log_{10}\frac{x_{10}t_s}{x_{90}t_s}=\log_{10}(81\times 81)=\log_{10}6561=4\log_{10}9=3.817 .$$

The span is therefore 3.8 decades. A longer stress moves both times later by the same factor.

The same steps show what fixes this number. For a more general law $r=1/(1+bx^{\beta})$, with positive $b$ and $\beta$, we have $x=[(1-r)/(br)]^{1/\beta}$. The factor $b$ cancels in the ratio, leaving

$$\log_{10}\frac{x_{10}}{x_{90}}=\frac{1}{\beta}\log_{10}\frac{9}{1/9}=\frac{2\log_{10}9}{\beta}.\tag{3}$$

The exponent alone sets the span within this family; $\beta=1/2$ returns the result above.

### (c) Shape on a logarithmic time axis

Put $s=\log_{10}x$, so that $\sqrt{x}=e^{s\ln 10/2}$ and $d\sqrt{x}/ds=(\ln 10/2)\sqrt{x}$. Then

$$\frac{dr}{ds}=-\frac{\ln 10}{2}\,\frac{\sqrt{x}}{(1+\sqrt{x})^2}=-\frac{\ln 10}{2}\,r(1-r),\tag{4}$$

because $1-r=\sqrt{x}/(1+\sqrt{x})$. The product $r(1-r)$ is largest at $r=1/2$, where $x=1$. The steepest slope is therefore $-(\ln 10)/8=-0.288$ per decade, reached when recovery has lasted as long as stress.

A straight line of this slope would cover the drop of 0.8 in $0.8/0.2878=2.78$ decades. The true span is longer because the curve flattens on both sides. Integrating (4) accounts for the whole of it:

$$\Delta s=\frac{2}{\ln 10}\int_{0.1}^{0.9}\frac{dr}{r(1-r)}=\frac{2}{\ln 10}\left[\ln\frac{r}{1-r}\right]_{0.1}^{0.9}=\frac{2}{\ln 10}\,(2\ln 9)=4\log_{10}9 .$$

The curve is also symmetric about $x=1$:

$$r(1/x)=\frac{1}{1+1/\sqrt{x}}=\frac{\sqrt{x}}{1+\sqrt{x}}=1-r(x).$$

### (d) Ideal diffusion-limited recovery

**Stress.** Let $c(z,t)$ be the hydrogen concentration at depth $z$ in a deep medium, and let $N_0$ be the initial density of passivated bonds. The interface reaction is

$$\frac{dN}{dt}=k_f(N_0-N)-k_rNc(0,t).$$

When the net rate is small compared with each term on the right, and $N\ll N_0$, the two terms balance: $Nc(0,t)=k_fN_0/k_r$, a constant.

We also need the hydrogen content of the medium for a given surface concentration $c_s(\tau)$. A unit step in surface concentration produces the profile $\mathrm{erfc}[z/(2\sqrt{Dt})]$, whose integral over depth is $2\sqrt{Dt/\pi}$. A pulse of height $c_s(\tau)$ and duration $d\tau$ is a step up followed by an equal step down. At a later time $t$ it therefore leaves the derivative of the step result, $c_s(\tau)\sqrt{D/[\pi(t-\tau)]}\,d\tau$. Diffusion is linear, so the pulses add, and conservation of hydrogen gives

$$N(t)=\sqrt{\frac{D}{\pi}}\int_0^t\frac{c_s(\tau)}{\sqrt{t-\tau}}\,d\tau .\tag{5}$$

Try $c_s=C\tau^{n-1/2}$. With $\tau=tw$, the integrand supplies $t^{n-1/2}\,t^{-1/2}$ and $d\tau$ supplies $t$, so

$$N(t)=C\sqrt{\frac{D}{\pi}}\;t^n\,\mathrm{B}\!\left(n+\tfrac12,\tfrac12\right),$$

where $\mathrm{B}$ is the beta function. The product $Nc_s$ varies as $t^{2n-1/2}$ and must be constant, hence $n=1/4$.

**Recovery.** Bond breaking stops, $k_f=0$. If capture is fast, arriving hydrogen is removed at once and $c(0,t)=0$. Formula (5) still holds, with no surface source after $t_s$. Write $T=t_s+t_r=t_s(1+x)$ and $\tau=Tw$; the upper limit $\tau=t_s$ becomes $w=1/(1+x)$:

$$N(T)=C\sqrt{\frac{D}{\pi}}\;T^n\int_0^{1/(1+x)}w^{n-1/2}(1-w)^{-1/2}\,dw .$$

Dividing by $N(t_s)$ gives the remaining fraction

$$r_d(x)=(1+x)^n\,I_{1/(1+x)}\!\left(n+\tfrac12,\tfrac12\right),\tag{6}$$

where $I_y(a,b)$ is the integral of $w^{a-1}(1-w)^{b-1}$ from 0 to $y$, divided by $\mathrm{B}(a,b)$.

**Limits.** For $x\ll1$, the part missing from the integral lies near $w=1$, where $w^{n-1/2}\approx1$. It equals $2\sqrt{1-1/(1+x)}\approx2\sqrt{x}$. The prefactor $(1+x)^n$ changes $r_d$ by order $x$, which is smaller. With $\mathrm{B}(n+\frac12,\frac12)=\sqrt{\pi}\,\Gamma(n+\frac12)/\Gamma(n+1)$,

$$1-r_d\approx A\sqrt{x},\qquad A=\frac{2\,\Gamma(n+1)}{\sqrt{\pi}\,\Gamma(n+\frac12)}=0.835 .$$

For $x\gg1$ the upper limit is close to $1/x$ and $(1-w)^{-1/2}\approx1$. The integral is $x^{-n-1/2}/(n+\frac12)$, and the prefactor is $x^n$. Using $(n+\frac12)\Gamma(n+\frac12)=\Gamma(n+\frac32)$,

$$r_d\approx\frac{B}{\sqrt{x}},\qquad B=\frac{\Gamma(n+1)}{\sqrt{\pi}\,\Gamma(n+\frac32)}=0.556 .$$

The numbers are for $n=1/4$. The square-root dependence in (1) is thus right in both limits, but both coefficients are replaced by 1.

**Comparison of spans.** Define $\kappa=(1-r_d)/(r_d\sqrt{x})$, which estimate (2) sets to 1. Diffusion gives $\kappa\to A=0.835$ at short times and $\kappa\to1/B=1.80$ at long times. At short times somewhat less hydrogen has returned than the law says, and at long times more has returned. Solving the definition for $x$ at the two levels gives $x_{90}=1/(81\kappa_{90}^2)$ and $x_{10}=81/\kappa_{10}^2$, so

$$\log_{10}\frac{x_{10}}{x_{90}}=4\log_{10}9-2\log_{10}\frac{\kappa_{10}}{\kappa_{90}} .$$

Numerically, (6) gives a span of 3.29 decades, about half a decade less than the law. The largest difference between the two values of $r$, for $x$ from $10^{-5}$ to $10^5$, is 0.073. At $x=1$ the law gives 0.50 and diffusion 0.45. The 3.8 decades are a property of formula (1), not of the diffusion model that it approximates.

If the diffusing species is molecular hydrogen in equilibrium with atomic hydrogen at the interface, then $c_s\propto N^{-2}$. This requires $n-\frac12=-2n$, or $n=1/6$. With ideal absorption in recovery, (6) then gives 3.27 decades, so the choice of species hardly affects the span.

### (e) The gate stack

**Times from the law.** With $t_s=1000$ s,

$$t_{90}=\frac{1000\ \text{s}}{81}=12.3\ \text{s},\qquad t_{10}=81\times1000\ \text{s}=81\,000\ \text{s}=22.5\ \text{h}.$$

The shift falls from 27 mV to 3 mV between them. These times need neither the diffusivity nor the oxide thickness.

**Trap density.** If each trap holds one elementary charge $q$ at the interface, the shift $\Delta V$ corresponds to

$$N=\frac{\varepsilon_{\mathrm{ox}}\,\Delta V}{q\,t_{\mathrm{eq}}}=5.4\times10^{11}\ \text{cm}^{-2},$$

where $t_{\mathrm{eq}}=1.2$ nm and $\varepsilon_{\mathrm{ox}}$ is the permittivity of silicon dioxide, to which the equivalent thickness refers.

**Full equations.** The nonlinear interface reaction and the diffusion equation were solved numerically with $D=10^{-14}$ cm²/s, $k_r=10^{-16}$ cm³/s and $N_0=10^{13}$ cm⁻². The coefficient $k_f$ was set so that the ideal power law reaches the density above at 1000 s. The solution falls short of this, because about 5 percent of the bonds are used up. The run listed below gives $5.25\times10^{11}$ cm⁻²; the value converged in the time step is $5.26\times10^{11}$ cm⁻². Keeping $N_0-N$ in the balance multiplies $Nc(0,t)$ by $1-N/N_0=0.948$ at the end of stress. The crude estimate $5.39\sqrt{0.948}=5.25$ slightly overstates the loss, because (5) also samples earlier times, when fewer bonds were used up. This factor falls during stress, which also lowers the exponent slightly: it is 0.245 between 100 and 1000 s.

In recovery, $r$ agrees with (6) to within 0.0012. The 90 and 10 percent levels come at 15.7 s and $3.07\times10^4$ s ($3.06\times10^4$ s when converged in the time step), 3.29 decades apart. The second time is less than half the law's 81 000 s, and this accounts for most of the difference in span.

Fast capture requires $k_rN\gg\sqrt{D/t_r}$: the capture velocity must exceed the velocity at which diffusion supplies hydrogen. At 15.7 s the two are about $5\times10^{-5}$ and $3\times10^{-8}$ cm/s, so the condition holds for the chosen numbers. It holds only because $k_r$ was chosen large. Capture by a site of radius $a$ cannot exceed about $4\pi aD$, which is $4\times10^{-21}$ cm³/s for $a=0.3$ nm and this $D$; the chosen $k_r$ corresponds to a radius of about 8 µm. At the limit $4\pi aD$ the ratio of the two velocities is $4\pi aN\sqrt{Dt_r}\approx0.07$ at 15.7 s. Capture is then slow, and neither (6) nor the $t^{1/4}$ stress law applies. The traps are also about 14 nm apart while $\sqrt{Dt_r}$ is 4 nm, so the interface does not yet act as a uniform absorbing plane. The simulation therefore checks the ideal limit (6); it does not show that a real interface is in that limit.

**Finite depth.** After stress $\sqrt{Dt_s}=32$ nm, but at $3.07\times10^4$ s of recovery $\sqrt{Dt_r}$ is about 175 nm. If the top of the gate, 100 nm away, reflects hydrogen, the 90 percent time stays at 15.7 s while the 10 percent time drops to about 6900 s. The span is then 2.64 decades, with all other parameters held fixed.

**Late first reading.** Suppose the first reading comes 1 s after stress and is taken as 100 percent. By (1), 3.1 percent of the shift has already gone. The true levels are then $0.9\times0.969=0.872$ and $0.0969$, and the law's apparent span is 3.61 decades, with time still counted from the end of stress.

**Permanent part.** If 5 percent of the shift never recovers and the rest follows (1), the recoverable part must fall from $(0.90-0.05)/0.95=0.895$ to $(0.10-0.05)/0.95=0.0526$. This takes 4.37 decades. With a permanent part of 10 percent or more, the lower level is not reached at any finite time.

**Cooler recovery.** With $c(0,t)=0$, diffusivity and time enter the recovery equation as a product, so $x$ becomes $D_rt_r/(D_st_s)$, where $D_s$ and $D_r$ are the diffusivities in stress and recovery. For stress at 398 K, recovery at 300 K and a chosen diffusion barrier of 0.5 eV, diffusion slows by a factor of 117. The numerical solution, with $k_r$ held fixed, puts the 10 percent time at $3.6\times10^6$ s, about six weeks. The span remains 3.29 decades.

**Comparison with real devices.** The oxide thickness, temperature and shift are in the rough range of modern p-channel devices under accelerated stress. The value of $N_0$ is on the high side, while $D$ and $k_r$ are model values and not material data. Commonly quoted diffusivities of hydrogen in silica near 398 K are about $10^{-9}$ cm²/s or more. They would put $\sqrt{Dt_s}$ at 10 µm or more, far beyond the gate, so the deep-medium result would not apply to this stack. The stress exponent of $1/4$ for atomic hydrogen is above the rough measured range of 0.15 to 0.2; the molecular value $1/6$ lies inside it. A central assumption is that all the shift comes from hydrogen-related interface traps. Real gate stacks also trap holes in oxide defects with widely spread emission times, and their measured recovery is much more gradual than (1). As an illustration of such gradual recovery, take the general law of part (b) with $\beta=0.2$. Equation (3) then gives $2\log_{10}9/0.2=9.5$ decades. With $b=1$ and $t_s=1000$ s, they run from about 0.02 s to $6\times10^7$ s, nearly two years. The figure of 3.8 decades should therefore not be used to predict how long such a device takes to recover.

The numerical output below lists the main computed values.

## Computed results

```
Stress time: 1000 s
Shift at end of stress: 30 mV
Equivalent oxide thickness: 1.2 nm
Trap density for that shift: 5.39e+11 cm^-2
Hydrogen diffusivity: 1e-14 cm^2/s
Capture coefficient: 1e-16 cm^3/s
Passivated bond density: 1e+13 cm^-2
Law: time ratio at 90 percent: 0.01235
Law: time ratio at 10 percent: 81.00
Law: ratio of the two times: 6561.0
Law: span: 3.8170 decades
Law: recovery time at 90 percent: 12.35 s
Law: recovery time at 10 percent: 81000 s
Law: same 10 percent time: 22.5 h
Shift at 90 percent: 27.0 mV
Shift at 10 percent: 3.0 mV
Slope of r at equal times: -0.2878 per decade
Span from central tangent: 2.78 decades
Diffusion, atomic H: short-time coefficient A: 0.8346
Diffusion, atomic H: long-time coefficient B: 0.5564
Diffusion, atomic H: r at x = 1: 0.4505
Diffusion, atomic H: r at law's 90 percent time: 0.9105
Diffusion, atomic H: r at law's 10 percent time: 0.0616
Largest difference in r, law against diffusion: 0.073
Diffusion, atomic H: span: 3.291 decades
Diffusion, molecular H2: span: 3.266 decades
Simulation: stress exponent, 100 to 1000 s: 0.2454
Simulation: trap density after stress: 5.25e+11 cm^-2
Simulation: largest difference from beta formula: 0.0012
Simulation: time at 90 percent: 15.7 s
Simulation: time at 10 percent: 30665 s
Simulation: span: 3.291 decades
Diffusion length sqrt(D t) after stress: 31.6 nm
Depth of reflecting gate top: 100 nm
Reflecting top: time at 90 percent: 15.7 s
Reflecting top: time at 10 percent: 6898 s
Reflecting top: span: 2.64 decades
Delay of first reading: 1 s
Law: shift lost before first reading: 3.07 percent
Law: span normalized to delayed reading: 3.61 decades
Permanent part of shift: 5 percent
Law with permanent part: span: 4.37 decades
Stress temperature: 398 K
Cool recovery temperature: 300 K
Diffusion barrier: 0.5 eV
Slowing of diffusion on cooling: 117 times
Simulation, cool recovery: time at 10 percent: 3.59e+06 s
Simulation, cool recovery: span: 3.291 decades
Exponent for broad trap emission: 0.2
Broad trap emission: span: 9.54 decades
```
